# When Ungated Space-Charge Current Matches Transistor Saturation Current in Thin Films: test program

```python
# RESULT UNDER TEST
# Ungated space-charge-limited (SCL) current of a thin sheet between coplanar
# half-plane electrodes, per width:   K_scl = (2/pi) eps_mean mu V^2 / L^2
# Gate-induced saturation current:    K_sat = mu eps_ins V^2 / (2 d L)
# They are equal at                   L* = (4/pi) (eps_mean/eps_ins) d
# L channel length, d insulator thickness, mu mobility, V common voltage,
# eps_ins insulator permittivity, eps_mean mean of the media above and below.
# The independent road is a two-dimensional solver: charged strips with their
# dielectric and gate images, fixed electrode potentials, and constant
# (sheet charge) x (field) in the channel.  Solver units: L = V = mu = 1 and
# eps_mean = 1, so its current is kappa = K L^2 / (mu eps_mean V^2).
# beta = (eps_ins - eps_top)/(eps_ins + eps_top), hence eps_ins = 1 + beta.
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

KAPPA_SCL = 2 / np.pi


def analytic_field(x):
    """Closed-form ungated SCL field along the channel, 0 < x < 1."""
    k = KAPPA_SCL
    g = k / np.pi * (np.log(x / (1 - x)) + 1 / (1 - x))
    return np.sqrt((g + np.hypot(g, k)) / 2)


def analytic_drop(x_start):
    """Voltage between x_start and the drain; x = 1 - u^2 removes the edge."""
    top = np.sqrt(1 - x_start)
    return quad(lambda u: 2 * u * analytic_field(1 - u * u), 0, top,
                limit=200)[0]


@lru_cache(maxsize=None)
def electrostatics(ratio, beta, n):
    """Channel potential (relative to gate) = A sigma + electrode parts."""
    d = 1 / ratio
    channel = (1 - np.cos(np.pi * np.arange(n + 1) / n)) / 2
    reach = 20 * max(1.0, d)
    a = 6 * channel[1]
    outer = a * np.expm1(np.linspace(0, np.log1p(reach / a), n + 1))
    edges = np.concatenate([-outer[::-1], channel[1:], 1 + outer[1:]])
    mid = (edges[1:] + edges[:-1]) / 2
    u = mid[:, None] - edges[None, :]
    # image strengths; their sum vanishes because the gate is a conductor
    count = 1 if beta == 0 else int(np.ceil(np.log(1e-9) / np.log(abs(beta))))
    weight = [1.0] + [-(1 + beta) * (-beta) ** (j - 1)
                      for j in range(1, count + 1)]
    weight[-1] -= sum(weight)
    primitive = u * np.log(np.abs(u)) - u
    for j in range(1, count + 1):
        h = 2 * j * d
        primitive += weight[j] * (0.5 * u * np.log(u * u + h * h) - u
                                  + h * np.arctan(u / h))
    P = -(primitive[:, :-1] - primitive[:, 1:]) / (2 * np.pi)
    c = np.arange(n, 2 * n)
    e = np.concatenate([np.arange(n), np.arange(2 * n, 3 * n)])
    T = np.linalg.solve(P[np.ix_(e, e)].T, P[np.ix_(c, e)].T).T
    A = P[np.ix_(c, c)] - T @ P[np.ix_(e, c)]
    return channel, mid[c], A, T[:, :n].sum(axis=1), T[:, n:].sum(axis=1)


def solve_sheet(ratio, beta, gate_drive, n, start=None):
    """Holes flow from source (0) to drain (-1); the gate is at -gate_drive."""
    channel, mid, A, from_source, from_drain = electrostatics(ratio, beta, n)
    spacing = np.append(np.diff(mid), 1 - mid[-1])
    phi_drain = gate_drive - 1.0
    fixed = from_source * gate_drive + from_drain * phi_drain
    if start is None:
        faces = np.append(channel[1:-1], (mid[-1] + 1) / 2)
        drops = analytic_field(faces) * spacing
        guess = KAPPA_SCL + (1 + beta) * ratio / 2 * gate_drive ** 2
        start = np.append(np.log(drops / drops.sum()), np.log(guess))
    y = start.copy()

    def residual(y):
        drops = np.exp(y[:n])
        sigma = np.exp(y[n]) * spacing / drops
        phi = phi_drain + np.cumsum(drops[::-1])[::-1]
        res = np.append(phi - A @ sigma - fixed, drops.sum() - 1)
        return res, drops, sigma

    res, drops, sigma = residual(y)
    for _ in range(100):
        if np.max(np.abs(res)) < 1e-8:
            break
        J = np.zeros((n + 1, n + 1))
        J[:n, :n] = np.triu(np.ones((n, n))) * drops + A * sigma
        J[:n, n] = -A @ sigma
        J[n, :n] = drops
        step = np.linalg.solve(J, -res)
        t = min(1.0, 1.5 / np.max(np.abs(step)))
        norm = np.linalg.norm(res)
        for _ in range(25):
            trial = residual(y + t * step)
            if np.linalg.norm(trial[0]) < norm:
                break
            t /= 2
        y = y + t * step
        res, drops, sigma = trial
    assert np.max(np.abs(res)) < 1e-8, "sheet solver did not converge"
    return y


def kappa_on(ratio, beta, n=70):
    """Gate at drain potential; first-order mesh error extrapolated away."""
    coarse = np.exp(solve_sheet(ratio, beta, 1.0, n)[-1])
    fine = np.exp(solve_sheet(ratio, beta, 1.0, 2 * n)[-1])
    return 2 * fine - coarse


def kappa_off(ratio, beta, n=70):
    """Gate at source potential, reached by lowering the drive in steps."""
    values = []
    for size in (n, 2 * n):
        y = None
        for drive in (1.0, 0.75, 0.5, 0.25, 0.0):
            y = solve_sheet(ratio, beta, drive, size, y)
        values.append(np.exp(y[-1]))
    return 2 * values[1] - values[0]


# ---- example inputs (rough typical values, pentacene-like film on SiO2)
d_nm, eps_ins, eps_top, eps_film = 100.0, 3.9, 1.0, 3.0
mobility_cm2, volt, film_nm, temp = 0.1, 5.0, 10.0, 300.0
long_um = 10.0
eps_mean = (eps_ins + eps_top) / 2
beta = (eps_ins - eps_top) / (eps_ins + eps_top)
mu, d = mobility_cm2 * 1e-4, d_nm * 1e-9


def current_scl(L):
    return KAPPA_SCL * eps_mean * const.epsilon_0 * mu * volt ** 2 / L ** 2


def current_sat(L):
    return mu * eps_ins * const.epsilon_0 * volt ** 2 / (2 * d * L)


L_star = brentq(lambda L: current_scl(L) / current_sat(L) - 1,
                0.01 * d, 100 * d, xtol=1e-16)
star = L_star / d
assert abs(star - 4 / np.pi * eps_mean / eps_ins) < 1e-6

# ---- closed-form field must carry exactly the applied voltage
voltage = analytic_drop(0.0)
assert abs(voltage - 1) < 1e-5

# ---- short-channel limit of the full solver: prefactor and potential
short = 0.01
k_short = kappa_on(short, beta)
k_short_uniform = kappa_on(short, 0.0)
assert abs(k_short / KAPPA_SCL - 1) < 0.03
assert abs(k_short_uniform / KAPPA_SCL - 1) < 0.03
y_short = solve_sheet(short, beta, 1.0, 140)
mid_short = electrostatics(short, beta, 140)[1]
phi_short = np.cumsum(np.exp(y_short[:-1])[::-1])[::-1]
half_solver = np.interp(0.5, mid_short, phi_short)
half_analytic = analytic_drop(0.5)
assert abs(half_solver - half_analytic) < 0.02

# ---- long-channel limit: saturation law
sat_ratio = {r: kappa_on(r, beta) / ((1 + beta) * r / 2) for r in (20.0, 80.0)}
assert abs(sat_ratio[80.0] - 1) < 0.08
assert abs(sat_ratio[80.0] - 1) < abs(sat_ratio[20.0] - 1)

# ---- crossover region with the gate present
k_star = kappa_on(star, beta)
k_star_fine = kappa_on(star, beta, 120)
mesh_shift = abs(k_star_fine / k_star - 1)
assert mesh_shift < 0.01
sum_star = KAPPA_SCL + (1 + beta) * star / 2
assert 0.5 < k_star / sum_star < 2
double = brentq(lambda r: kappa_on(r, beta, 50) - 2 * KAPPA_SCL,
                0.1, 4.0, xtol=1e-3)
assert 1 / 3 < double < 3
scan = [0.2, star, 3.2]
on = [kappa_on(r, beta) for r in scan]
off = [kappa_off(r, beta) for r in scan]
assert all(a > b > 0 for a, b in zip(on, off))
assert off[2] < off[1] < off[0]

# ---- sizes of neglected effects at L*
kT = const.k * temp / const.e
K_star = current_scl(L_star)
unit = eps_mean * const.epsilon_0 * mu * volt ** 2 / L_star ** 2
K_on, K_off = on[1] * unit, off[1] * unit
field_lat = volt / L_star / 1e8
contact_kohm_cm = 1.0
channel_kohm_cm = volt / K_on * 100 / 1e3
gamma_field = 1e-3
mobility_gain = np.exp(gamma_field * np.sqrt(field_lat * 1e6))
film_effect = eps_film * film_nm * 1e-9 / (2 * eps_mean * L_star)
oxide_conductivity = 1.4
heating = K_on * volt / L_star * d / oxide_conductivity
cap = eps_ins * const.epsilon_0 / d
density = cap * volt / const.e / 1e4
site_density = 4e14

print("INPUTS (rough typical values)")
print(f"insulator thickness d = {d_nm:.0f} nm")
print(f"relative permittivity: insulator {eps_ins}, top {eps_top}, "
      f"mean {eps_mean:.2f}")
print(f"mobility = {mobility_cm2} cm2/Vs, voltage = {volt} V, T = {temp} K")
print(f"film thickness = {film_nm} nm, film permittivity = {eps_film}")
print("CLOSED FORMS")
print(f"SCL prefactor 2/pi = {KAPPA_SCL:.4f}")
print(f"voltage from integrated field / V = {voltage:.6f}")
print(f"L*/d, equal permittivities = {4 / np.pi:.3f}")
print(f"L*/d, this device = {star:.3f}")
print(f"L* = {L_star * 1e9:.1f} nm")
print(f"insulator capacitance = {cap * 1e5:.1f} nF/cm2")
print(f"SCL current at L* = {K_star:.3f} uA/um")
print(f"saturation current at L* = {current_sat(L_star):.3f} uA/um")
L_long = long_um * 1e-6
print(f"SCL current at {long_um:.0f} um = {current_scl(L_long) * 1e6:.3f} pA/um")
print(f"saturation current at {long_um:.0f} um = "
      f"{current_sat(L_long) * 1e6:.1f} pA/um")
print(f"SCL/saturation at {long_um:.0f} um = "
      f"{current_scl(L_long) / current_sat(L_long):.5f}")
print("FULL SOLUTION, kappa = K L^2/(mu eps_mean V^2)")
print(f"L/d = {short}: kappa = {k_short:.4f} (this device), "
      f"{k_short_uniform:.4f} (equal permittivities)")
print(f"mid-channel to drain voltage / V: solver {half_solver:.4f}, "
      f"closed form {half_analytic:.4f}")
for r, value in sat_ratio.items():
    print(f"L/d = {r:.0f}: current / saturation law = {value:.4f}")
for r, a, b in zip(scan, on, off):
    print(f"L/d = {r:.3f}: kappa gate on {a:.3f}, gate off {b:.3f}, "
          f"on/off {a / b:.2f}, sum of laws "
          f"{KAPPA_SCL + (1 + beta) * r / 2:.3f}")
print(f"relative mesh shift at L* = {mesh_shift:.1e}")
print(f"full current / sum of laws at L* = {k_star / sum_star:.3f}")
print(f"L/d where full current is twice ungated SCL = {double:.2f}")
print(f"that length = {double * d_nm:.0f} nm")
print(f"full current at L*: gate on {K_on:.3f}, gate off {K_off:.3f} uA/um")
print("NEGLECTED EFFECTS AT L*")
print(f"mean lateral field = {field_lat:.2f} MV/cm")
print(f"insulator field = {volt / d / 1e8:.2f} MV/cm "
      "(rough breakdown 10 MV/cm)")
print(f"channel resistance x width = {channel_kohm_cm:.2f} kohm cm")
print(f"rough good contact resistance x width = {contact_kohm_cm} kohm cm")
print(f"field factor of mobility = {mobility_gain:.2f} "
      f"(rough coefficient {gamma_field} (cm/V)^0.5)")
print(f"film thickness / L* = {film_nm * 1e-9 / L_star:.3f}")
print(f"film polarization, relative size = {film_effect:.3f}")
print(f"diffusion, kT/qV = {kT / volt:.4f}")
print(f"self-heating across the insulator = {heating:.1f} K "
      f"(rough conductivity {oxide_conductivity} W/mK)")
print(f"gate-induced carrier density = {density:.2e} cm^-2")
print(f"filled fraction of molecular sites = {density / site_density:.4f} "
      f"(rough {site_density:.0e} cm^-2)")
print("all tests passed")
```

Printed output:

```
INPUTS (rough typical values)
insulator thickness d = 100 nm
relative permittivity: insulator 3.9, top 1.0, mean 2.45
mobility = 0.1 cm2/Vs, voltage = 5.0 V, T = 300.0 K
film thickness = 10.0 nm, film permittivity = 3.0
CLOSED FORMS
SCL prefactor 2/pi = 0.6366
voltage from integrated field / V = 1.000000
L*/d, equal permittivities = 1.273
L*/d, this device = 0.800
L* = 80.0 nm
insulator capacitance = 34.5 nF/cm2
SCL current at L* = 0.540 uA/um
saturation current at L* = 0.540 uA/um
SCL current at 10 um = 34.525 pA/um
saturation current at 10 um = 4316.4 pA/um
SCL/saturation at 10 um = 0.00800
FULL SOLUTION, kappa = K L^2/(mu eps_mean V^2)
L/d = 0.01: kappa = 0.6418 (this device), 0.6399 (equal permittivities)
mid-channel to drain voltage / V: solver 0.7105, closed form 0.7110
L/d = 20: current / saturation law = 1.0238
L/d = 80: current / saturation law = 1.0060
L/d = 0.200: kappa gate on 0.748, gate off 0.535, on/off 1.40, sum of laws 0.796
L/d = 0.800: kappa gate on 1.132, gate off 0.296, on/off 3.82, sum of laws 1.273
L/d = 3.200: kappa gate on 2.947, gate off 0.026, on/off 113.07, sum of laws 3.184
relative mesh shift at L* = 1.7e-04
full current / sum of laws at L* = 0.889
L/d where full current is twice ungated SCL = 1.00
that length = 100 nm
full current at L*: gate on 0.959, gate off 0.251 uA/um
NEGLECTED EFFECTS AT L*
mean lateral field = 0.63 MV/cm
insulator field = 0.50 MV/cm (rough breakdown 10 MV/cm)
channel resistance x width = 0.52 kohm cm
rough good contact resistance x width = 1.0 kohm cm
field factor of mobility = 2.20 (rough coefficient 0.001 (cm/V)^0.5)
film thickness / L* = 0.125
film polarization, relative size = 0.077
diffusion, kT/qV = 0.0052
self-heating across the insulator = 4.3 K (rough conductivity 1.4 W/mK)
gate-induced carrier density = 1.08e+12 cm^-2
filled fraction of molecular sites = 0.0027 (rough 4e+14 cm^-2)
all tests passed
```
